Sheet resistance and contact resistivity from four transfer-length measurements

**Problem**

A uniform conducting film is cut into a strip of width W = 100 µm. Identical metal contacts lie across its full width, each of length L = 4 µm along the direction of the current. The resistance R between neighbouring contacts is measured for four gaps d:

d = 5 µm: R = 19.1 Ω
d = 10 µm: R = 28.8 Ω
d = 20 µm: R = 48.7 Ω
d = 40 µm: R = 89.1 Ω

These are model data, not tied to a material. The contacts are ohmic, the metal is an equipotential, and lead and probe resistances have been subtracted. The film is thin enough for the current in it to be treated as one-dimensional. Unless stated otherwise, its sheet resistance R_sh is the same under the metal as in the gap.

(a) Derive R(d), including the effect of the finite contact length.
(b) Find R_sh and the resistance R_c of one contact from a least-squares line.
(c) Find the specific contact resistivity ρ_c, and compare it with the value obtained by treating the contacts as infinitely long.
(d) Estimate the standard errors, taking the gaps as exact and the resistance errors as independent with equal variance.
(e) How does ρ_c change if the sheet resistance under the metal is half that in the gap? How does it change if every gap is really 0.1 µm wider than stated?

Ohms and micrometres are used throughout. R_sh is in ohms per square, the resistance of a square piece of film, and ρ_c, the interface resistance times area, is in Ω µm².

**Solution**

**(a) The resistance between two contacts**

The gap is a film of length d and width W, with resistance R_sh d/W. It is in series with two equal contacts, so

R(d) = 2R_c + R_sh d/W.

To find R_c, take the contact that collects the current. Let x run from its gap edge, x = 0, to its far edge, x = L. Let I(x) be the film current in the +x direction and V(x) the film potential relative to the metal. A slice dx of film has resistance R_sh dx/W, and the current V W dx/ρ_c leaves it for the metal. Therefore

dV/dx = −R_sh I/W,
dI/dx = −W V/ρ_c.

Differentiating the second equation and inserting the first gives

d²I/dx² = −(W/ρ_c) dV/dx = (R_sh/ρ_c) I = I/L_T², with L_T = √(ρ_c/R_sh).

The transfer length L_T is the distance over which the film current falls by a factor e under a very long contact. No current flows past the far edge, so I(L) = 0. With I(0) = I₀ the solution is

I(x) = I₀ sinh((L − x)/L_T) / sinh(L/L_T).

The potential follows from V = −(ρ_c/W) dI/dx. The derivative of sinh((L − x)/L_T) brings a factor −1/L_T, which cancels the minus sign:

V(x) = [ρ_c I₀/(W L_T)] cosh((L − x)/L_T) / sinh(L/L_T).

The contact resistance is V(0)/I₀. Since ρ_c = R_sh L_T²,

R_c = (R_sh L_T/W) coth(L/L_T).

The injecting contact has the same resistance, because reversing all currents reverses all voltages.

There are two limits. For L ≫ L_T, coth(L/L_T) → 1 and R_c → R_sh L_T/W: extra metal at the far end carries almost no current. For L ≪ L_T, coth(L/L_T) ≈ L_T/L and R_c → R_sh L_T²/(W L) = ρ_c/(W L): the current crosses the whole contact area almost uniformly.

**(b) The straight line**

Write the line as R = b + m d, so that b = 2R_c and m = R_sh/W. We minimize

Q = Σ (R_i − b − m d_i)².

Setting ∂Q/∂b = 0 gives b = R̄ − m d̄, where bars denote means. Inserting this,

Q = Σ [(R_i − R̄) − m(d_i − d̄)]²,

and dQ/dm = 0 gives

m = S_dR/S_dd, S_dR = Σ (d_i − d̄)(R_i − R̄), S_dd = Σ (d_i − d̄)².

The means are d̄ = 18.75 µm and R̄ = 46.425 Ω. The deviations of d are −13.75, −8.75, 1.25 and 21.25 µm; those of R are −27.325, −17.625, 2.275 and 42.675 Ω. Their squares and products sum to S_dd = 718.75 µm² and S_dR = 1439.625 Ω µm. Hence

m = 1439.625/718.75 = 2.003 Ω/µm,
b = 46.425 − 2.00296 × 18.75 = 8.870 Ω,

R_sh = mW = 200.3 Ω per square,
R_c = b/2 = 4.43 Ω.

The factor 1/2 appears because the current crosses two contacts. The width-normalized contact resistance is R_c W = 443.5 Ω µm.

**(c) The specific contact resistivity**

Define the length

ℓ = R_c W/R_sh = b/(2m) = 2.214 µm.

The result of (a) becomes an equation for L_T:

ℓ = L_T coth(L/L_T).

With u = L/L_T, the derivative of the right side with respect to L_T is coth u + u/sinh²u, which is positive. The right side tends to zero as L_T → 0 and grows as L_T²/L for large L_T. There is therefore one positive root for any positive ℓ. A zero or negative fitted intercept would give none, and the data would then not determine ρ_c in this model.

Rewriting the equation as L_T = ℓ tanh(L/L_T) suggests an iteration: put the current estimate on the right and read the next one on the left. Starting from ℓ, the values are

2.214, 2.098, 2.118, 2.115, 2.116, 2.115 µm.

Near the root, each step multiplies the error by the derivative of the right side,

−ℓL/(L_T² cosh²u) = −u coth u/cosh²u = −2u/sinh 2u,

where ℓ = L_T coth u and 2 sinh u cosh u = sinh 2u were used. Since sinh 2u > 2u for u > 0, the magnitude is below one and the iteration converges from nearby. Here the factor is −0.172, so the estimates alternate about the root and close in quickly.

With L_T = 2.1155 µm,

ρ_c = R_sh L_T² = 200.30 × 2.1155² ≈ 896 Ω µm².

One µm² is 10⁻⁸ cm², so ρ_c ≈ 8.96 × 10⁻⁶ Ω cm².

For infinitely long contacts, L_T would equal ℓ, and

ρ_long = R_sh ℓ² = (R_c W)²/R_sh ≈ 982 Ω µm².

Since ℓ = L_T coth u, the ratio ρ_long/ρ_c is coth²u. Here u = 1.891 and coth u = 1.0466, so the long-contact value is 9.5% above the finite-length value. The reason is that a short contact has a higher resistance than a long one with the same interface, and the long-contact formula assigns that excess to the interface.

The current profile shows how short the contact is. The share crossing the half nearest the gap is

1 − I(L/2)/I₀ = 1 − sinh(u/2)/sinh u = 66.2%.

It would be 50% for uniform flow and would approach 100% for a very long contact.

As a test, a fine resistor network of both contacts and the gap was solved from Kirchhoff's laws with these parameters. It reproduces the fitted line to better than one part in 10⁶. This confirms the solution of the one-dimensional model, not the model's assumptions.

**(d) Standard errors**

Let σ² be the variance of each resistance error and n = 4. Because Σ(d_i − d̄) = 0, the slope can be written

m = Σ c_i R_i, c_i = (d_i − d̄)/S_dd.

Hence var m = σ² Σc_i² = σ²/S_dd. The mean R̄ has variance σ²/n, and its covariance with m is (σ²/n) Σc_i = 0. From b = R̄ − m d̄ it follows that

var b = σ²(1/n + d̄²/S_dd),
cov(b, m) = −σ² d̄/S_dd.

The covariance is negative because a steeper line through the centre of the data meets the R axis lower down.

To estimate σ², split each measurement error into the error of R̄, the error of m times (d_i − d̄), and the residual r_i. The cross terms vanish on summing squares, since the fit makes Σr_i = 0 and Σr_i(d_i − d̄) = 0. Taking expectations gives nσ² = σ² + σ² + E(Σr_i²), so the estimate of σ² is

s² = Σr_i²/(n − 2).

The residuals are +0.216, −0.099, −0.229 and +0.112 Ω. Their squares sum to 0.1212 Ω², so s = √(0.1212/2) = 0.246 Ω. Using s for σ, the standard errors are 0.0092 Ω/µm for m and 0.212 Ω for b. Therefore

R_sh = 200.3 ± 0.9 Ω per square,
R_c = 4.43 ± 0.11 Ω.

The relative error is much larger for R_c, which comes from a small intercept outside the measured range of gaps.

For ρ_c = mW L_T², small changes obey

δρ_c/ρ_c = δm/m + 2 δL_T/L_T.

From (c), δℓ = (coth u + u/sinh²u) δL_T. Dividing by ℓ = L_T coth u,

δℓ/ℓ = (1 + 2u/sinh 2u) δL_T/L_T.

With g = 1/(1 + 2u/sinh 2u) and δℓ/ℓ = δb/b − δm/m,

δρ_c/ρ_c = 2g δb/b + (1 − 2g) δm/m.

Here g = 0.853, so the coefficients are 1.706 and −0.706. The relative variance is the sum of three terms:

intercept: (1.706 × 0.212/8.870)² = 0.00166,
slope: (0.706 × 0.00918/2.003)² = 0.00001,
covariance: 2 × 1.706 × (−0.706) × (−0.001581)/(8.870 × 2.003) = 0.00021.

The covariance term is positive because the two coefficients have opposite signs and the covariance is negative. The total is 0.00188, whose square root is 4.3%:

ρ_c = 896 ± 39 Ω µm² = (9.0 ± 0.4) × 10⁻⁶ Ω cm².

The finite-length correction is about twice this standard error, so it should be kept. The error bars are themselves rough, since s rests on two degrees of freedom. The residual signs +, −, −, + could reflect scatter or a slight curvature; four points do not settle which.

**(e) Two changes in the assumptions**

Let the sheet resistance under the metal be R_k. The derivation in (a) then holds under the contact with R_sh replaced by R_k and L_T by L_k = √(ρ_c/R_k):

R_c W = R_k L_k coth(L/L_k), ρ_c = R_k L_k².

The measured slope still gives the sheet resistance in the gap, and the intercept still gives R_c. For R_k = 100.15 Ω per square, R_c W/R_k = 2ℓ = 4.428 µm. Solving as before gives L_k = 3.575 µm and

ρ_c = 100.15 × 3.575² ≈ 1280 Ω µm²,

which is 43% above the value in (c). Both descriptions give the same straight line, so no number of additional gaps could separate them. A further measurement could: from V(x) in (a), the film potential at the far edge obeys V(L)/V(0) = 1/cosh(L/L_k), which determines L_k.

Now restore equal sheet resistances and let each true gap be d + δ, with L unchanged. The same resistances then lie on a line of the same slope, shifted to the right by δ. Its intercept is

b′ = b − mδ = 8.8696 − 2.003 × 0.1 = 8.669 Ω.

Repeating (c) gives ρ_c = 862 Ω µm², a decrease of 3.8%. A common gap error of 0.1 µm thus matters nearly as much as the resistance scatter. Because it leaves the residuals unchanged, the quality of the fit cannot reveal it.

The numerical output below lists the values with further digits.

Calculated quantities

```
strip width W = 100 um
contact length L = 4 um
gap 5 um: R 19.1, line 18.884, residual +0.216 ohm
gap 10 um: R 28.8, line 28.899, residual -0.099 ohm
gap 20 um: R 48.7, line 48.929, residual -0.229 ohm
gap 40 um: R 89.1, line 88.988, residual +0.112 ohm
mean gap = 18.75 um
mean resistance = 46.425 ohm
S_dd = 718.75 um^2
S_dR = 1439.625 ohm um
slope m = 2.00296 ohm/um
intercept b = 8.8696 ohm
sheet resistance = 200.30 ohm per square
contact resistance Rc = 4.4348 ohm
Rc times W = 443.5 ohm um
ell = Rc W/Rsh = 2.2141 um
transfer length, iterate 0 = 2.21412 um
transfer length, iterate 1 = 2.09784 um
transfer length, iterate 2 = 2.11849 um
transfer length, iterate 3 = 2.11495 um
transfer length, iterate 4 = 2.11556 um
transfer length, iterate 5 = 2.11545 um
transfer length, iterate 6 = 2.11547 um
transfer length, root = 2.11547 um
error factor per iteration = -0.172
u = L/LT = 1.8908
coth u = 1.0466
rho_c = 896.4 ohm um^2
rho_c converted = 8.964e-06 ohm cm^2
long-contact rho_c = 981.9 ohm um^2
long-contact excess = 9.5 percent
current share, half nearest gap = 66.2 percent
sum of squared residuals = 0.1212 ohm^2
residual scatter s = 0.246 ohm
standard error of slope = 0.00918 ohm/um
standard error of intercept = 0.212 ohm
covariance of b and m = -0.001581 ohm^2/um
standard error of Rsh = 0.92 ohm per square
standard error of Rc = 0.106 ohm
sensitivity factor g = 0.8529
standard error of rho_c = 38.9 ohm um^2
relative error of rho_c = 4.3 percent
halved sheet under metal = 100.15 ohm per square
its transfer length = 3.5746 um
its rho_c = 1279.7 ohm um^2
common gap increase = 0.1 um
intercept with wider gaps = 8.6693 ohm
rho_c with wider gaps = 862.0 ohm um^2
```
